# Cusp conditions for the pair distribution of the uniform electron gas: a numerical check

```python
"""Short-range cusps of the pair distribution in the uniform electron gas.

Result under test (atomic units, r = electron separation):
    antiparallel spins: g_ud(r) = g_ud(0) * (1 + r) + O(r^2)
    parallel spins:     g_uu(r) = C * r^2 * (1 + r/2) + O(r^4)
    unpolarized total:  g = (g_ud + g_uu)/2, hence g'(0) = g(0) per bohr
    structure factor:   1 - S(k) -> 8 pi n g(0) / k^4 at large k
rs is the density radius, kF the Fermi wave number, n the density.
The worked example is the Overhauser model: pairs scatter from 1/r
screened by a uniform sphere of radius rs.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def gauss(lower, upper, count):
    """Gauss-Legendre nodes and weights on an interval."""
    nodes, weights = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (nodes + 1), half * weights


def value_and_slope(samples, h):
    """Value and slope at zero from samples at h, 2h, 3h (parabola)."""
    f1, f2, f3 = samples
    return 3*f1 - 3*f2 + f3, (-2.5*f1 + 4*f2 - 1.5*f3) / h


def momentum_average(count):
    """Nodes t = |p1-p2|/(2 kF) and probabilities for a filled Fermi sphere."""
    t, w = gauss(0.0, 1.0, count)
    return t, w * 24 * t**2 * (1 - 1.5*t + 0.5*t**3)


def pair_functions(radii, rs, coulomb=1.0, smooth=1.0):
    """g_ud and g_uu for radii <= rs from pair scattering states.

    coulomb scales the 1/r term; smooth scales the sphere's potential.
    The radial function is r^l w(r), with w a Chebyshev polynomial sum.
    The equation is imposed only at points with r > 0.
    """
    size, l_count = 24, 10
    kF = (9*np.pi/4)**(1/3) / rs
    t, probability = momentum_average(24)
    x = np.cos(np.pi * (np.arange(size - 1) + 0.5) / (size - 1))
    r = rs * (1 + x) / 2
    identity = np.eye(size)
    basis = cheb.chebvander(x, size - 1)
    first = cheb.chebval(x, cheb.chebder(identity)).T * (2/rs)
    second = cheb.chebval(x, cheb.chebder(identity, 2)).T * (2/rs)**2
    r_times_v = coulomb + smooth * (-1.5*r/rs + r**3/(2*rs**3))
    rhs = np.zeros(size)
    rhs[-1] = 1.0
    partial = np.zeros((l_count, len(radii)))
    for l in range(l_count):
        for k, prob in zip(kF * t, probability):
            matrix = np.empty((size, size))
            matrix[:-1] = (r[:, None]*second + 2*(l + 1)*first
                           - (r_times_v - r*k**2)[:, None]*basis)
            matrix[-1] = (-1.0)**np.arange(size)      # fixes w(0) = 1
            coef = np.linalg.solve(matrix, rhs)
            edge = cheb.chebval(1.0, coef)
            edge_slope = (l/rs*edge
                          + cheb.chebval(1.0, cheb.chebder(coef))*2/rs)
            j, y = spherical_jn(l, k*rs), spherical_yn(l, k*rs)
            dj = k * spherical_jn(l, k*rs, derivative=True)
            dy = k * spherical_yn(l, k*rs, derivative=True)
            tan_shift = (dj*edge - j*edge_slope) / (dy*edge - y*edge_slope)
            outside = (j - tan_shift*y) / np.sqrt(1 + tan_shift**2)
            wave = (outside/edge * (radii/rs)**l
                    * cheb.chebval(2*radii/rs - 1, coef))
            partial[l] += prob * (2*l + 1) * wave**2
    return partial.sum(axis=0), 2 * partial[1::2].sum(axis=0)


def free_parallel(x):
    """Noninteracting parallel-spin pair distribution, x = kF r."""
    return 1 - (3*spherical_jn(1, x)/x)**2


# Local analysis: psi = A + r B, with A and B polynomials. The 1/r
# singularity and the direction-dependent jump at r = 0 must cancel.
X, Y, Z = sp.symbols("X Y Z", real=True)
s = sp.symbols("s", positive=True)
a0, ax, ay, az, b0, bx, by, bz = sp.symbols("a0 ax ay az b0 bx by bz")
c1, c2, c3 = sp.symbols("c1 c2 c3")
distance = sp.sqrt(X**2 + Y**2 + Z**2)
psi = (a0 + ax*X + ay*Y + az*Z + c1*X**2 + c2*X*Y + c3*Z**2
       + distance*(b0 + bx*X + by*Y + bz*Z))
action = -sum(sp.diff(psi, v, 2) for v in (X, Y, Z)) + psi/distance


def along(direction, sign):
    point = {v: sign*s*d for v, d in zip((X, Y, Z), direction)}
    return sp.expand(sp.simplify(action.subs(point, simultaneous=True)))


p, q5 = sp.Rational(3, 5), sp.Rational(4, 5)
conditions = []
for direction in ((p, q5, 0), (0, p, q5), (q5, 0, p)):
    forward, backward = along(direction, 1), along(direction, -1)
    conditions.append(forward.coeff(s, -1))
    conditions.append(sp.expand(forward - backward).coeff(s, 0))
local = sp.solve(conditions, [b0, bx, by, bz], dict=True)[0]
assert sp.simplify(local[b0] - a0/2) == 0
for b, a in ((bx, ax), (by, ay), (bz, az)):
    assert sp.simplify(local[b] - a/4) == 0

# Fourier tails, from functions with known small-r expansions:
# (1+2r)exp(-r) = 1 + r + ..., r^2(1+3r/2)exp(-r) = r^2 + r^3/2 + ...
decay, wave_number = sp.symbols("decay wave_number", positive=True)
sine_integral = wave_number / (decay**2 + wave_number**2)


def sine_moment(m):
    """Integral of r^m exp(-r) sin(k r) over r from 0 to infinity."""
    return ((-1)**m * sp.diff(sine_integral, decay, m)).subs(decay, 1)


linear_transform = 4*sp.pi/wave_number * (sine_moment(1) + 2*sine_moment(2))
cubic_transform = (4*sp.pi/wave_number
                   * (sine_moment(3) + sp.Rational(3, 2)*sine_moment(4)))
linear_tail = sp.limit(sp.factor(linear_transform*wave_number**4),
                       wave_number, sp.oo)
cubic_tail = sp.limit(sp.factor(cubic_transform*wave_number**6),
                      wave_number, sp.oo)
assert sp.simplify(linear_tail + 8*sp.pi) == 0
assert sp.simplify(cubic_tail - 96*sp.pi/2) == 0


# Infinite gas to first order in the repulsion, with kF = 1 per bohr.
def first_order_transforms(k):
    """Transforms of the first-order g_ud and g_uu; valid for k > 2 kF."""
    t, probability = momentum_average(32)
    cosine, w = gauss(-1.0, 1.0, 32)
    P = 2*t[:, None]
    weight = probability[:, None] * w[None, :] / 2
    excitation = k**2 + k*P*cosine
    direct = 4*np.pi/k**2
    exchange = 4*np.pi/(k**2 + 2*k*P*cosine + P**2)
    return (-2*np.sum(weight*direct/excitation),
            -2*np.sum(weight*(direct - exchange)/excitation))


free_curvature = free_parallel(0.01) / 0.01**2
tail_ratios = []
for k in (20.0, 40.0):
    anti, para = first_order_transforms(k)
    tail_ratios.append([anti*k**4/float(linear_tail),
                        para*k**6/(float(cubic_tail)*free_curvature)])
tail_ratios = np.array(tail_ratios)
tail_limits = (4*tail_ratios[1] - tail_ratios[0]) / 3
assert np.all(np.abs(tail_limits - 1) < 1e-3)

# Third electron: integrate a function with kinks at both pair contacts.
# The coordinates are the sum and scaled difference of the two distances.
h = 0.002


def third_electron_integral(r):
    total, w_total = gauss(r, 14.0, 100)
    eta, w_eta = gauss(-1.0, 1.0, 20)
    S, E = total[:, None], r*eta[None, :]
    integrand = (S**2 - E**2) * np.exp(S - (S**2 + E**2)/2)
    return np.pi/4 * np.sum(w_total[:, None]*w_eta*integrand)


third_value, third_slope = value_and_slope(
    [third_electron_integral(m*h) for m in (1, 2, 3)], h)
third_ratio = third_slope / third_value
assert abs(third_ratio) < 1e-4

# Worked example and its free-gas limit.
rs_angstrom = 1.0
rs = rs_angstrom / BOHR
kF = (9*np.pi/4)**(1/3) / rs
density = 3 / (4*np.pi*rs**3)
test_radii = np.linspace(0.1, 1.0, 10) * rs
free_ud, free_uu = pair_functions(test_radii, rs, 0.0, 0.0)
assert np.max(np.abs(free_ud - 1)) < 1e-8
assert np.max(np.abs(free_uu - free_parallel(kF*test_radii))) < 1e-8

small = h * np.array([1.0, 2.0, 3.0])


def cusp_data(radius, coulomb=1.0, smooth=1.0):
    """g_ud(0), its slope ratio, C, its slope ratio, total slope ratio."""
    ud, uu = pair_functions(small, radius, coulomb, smooth)
    contact, slope = value_and_slope(ud, h)
    curvature, curvature_slope = value_and_slope(uu/small**2, h)
    total, total_slope = value_and_slope((ud + uu)/2, h)
    return (contact, slope/contact, curvature,
            curvature_slope/curvature, total_slope/total)


contact, ratio_ud, C, ratio_uu, ratio_total = cusp_data(rs)
dilute = cusp_data(2*rs)
no_singularity = cusp_data(rs, coulomb=0.0)
for data in ((contact, ratio_ud, C, ratio_uu, ratio_total), dilute):
    assert abs(data[1] - 1) < 5e-4
    assert abs(data[3] - 0.5) < 5e-4
    assert abs(data[4] - 1) < 5e-4
assert abs(no_singularity[1]) < 5e-4 and abs(no_singularity[3]) < 5e-4
assert dilute[0] < contact < 1

g0 = contact / 2
print(f"Bohr radius: {BOHR:.6f} angstrom")
print(f"Density radius r_s: {rs_angstrom:.3f} angstrom")
print(f"Density n: {density/BOHR**3:.5f} angstrom^-3")
print(f"Fermi wave number: {kF/BOHR:.4f} angstrom^-1")
print(f"Largest relative kinetic energy: {kF**2*HARTREE:.2f} eV")
print(f"Bare repulsion at 0.1 angstrom: {HARTREE*BOHR/0.1:.2f} eV")
print("Overhauser model at this density:")
print(f"  g_ud(0): {contact:.5f} (dimensionless)")
print(f"  g(0), unpolarized total: {g0:.5f} (dimensionless)")
print(f"  g'(0), total: {g0*ratio_total/BOHR:.5f} angstrom^-1")
print(f"  g_ud'(0)/g_ud(0): {ratio_ud:.5f} bohr^-1"
      f" = {ratio_ud/BOHR:.4f} angstrom^-1")
print(f"  g'(0)/g(0), total: {ratio_total:.5f} bohr^-1")
print(f"  C in g_uu: {C/BOHR**2:.5f} angstrom^-2")
print(f"  C of the free gas, kF^2/5: {kF**2/5/BOHR**2:.5f} angstrom^-2")
print(f"  Parallel linear factor: {ratio_uu:.5f} bohr^-1"
      f" = {ratio_uu/BOHR:.4f} angstrom^-1")
print(f"  Limit of k^4(1-S): {8*np.pi*density*g0/BOHR**4:.4f} angstrom^-4")
print("Model curves and short-range laws (g dimensionless):")
print("  r/angstrom   g_ud    g_ud(0)(1+r)   g_uu     C r^2(1+r/2)   C r^2")
for r_angstrom in (0.02, 0.05, 0.10, 0.20, 0.40):
    r = r_angstrom / BOHR
    ud, uu = pair_functions(np.array([r]), rs)
    print(f"  {r_angstrom:.2f}       {ud[0]:.5f}   {contact*(1+r):.5f}"
          f"      {uu[0]:.6f}   {C*r**2*(1+r/2):.6f}     {C*r**2:.6f}")
print("Second density, r_s doubled:")
print(f"  r_s: {2*rs_angstrom:.3f} angstrom")
print(f"  g_ud(0): {dilute[0]:.5f} (dimensionless)")
print(f"  Antiparallel slope ratio: {dilute[1]:.5f} bohr^-1")
print(f"  Parallel linear factor: {dilute[3]:.5f} bohr^-1")
print("First density with only the 1/r term removed:")
print(f"  Antiparallel slope ratio: {abs(no_singularity[1]):.5f}"
      " bohr^-1 (magnitude)")
print(f"  Parallel linear factor: {abs(no_singularity[3]):.5f}"
      " bohr^-1 (magnitude)")
print("Infinite gas, first order: transform / predicted tail:")
for k, ratios in zip((20, 40), tail_ratios):
    print(f"  k = {k} kF: antiparallel {ratios[0]:.6f},"
          f" parallel {ratios[1]:.6f} (dimensionless)")
print(f"  Extrapolated: antiparallel {tail_limits[0]:.6f},"
      f" parallel {tail_limits[1]:.6f} (dimensionless)")
print(f"Third-electron integral, slope/value at r=0: {abs(third_ratio):.6f}"
      " bohr^-1 (magnitude)")
print("all tests passed")
```

It prints:

```
Bohr radius: 0.529177 angstrom
Density radius r_s: 1.000 angstrom
Density n: 0.23873 angstrom^-3
Fermi wave number: 1.9192 angstrom^-1
Largest relative kinetic energy: 28.07 eV
Bare repulsion at 0.1 angstrom: 144.00 eV
Overhauser model at this density:
  g_ud(0): 0.30601 (dimensionless)
  g(0), unpolarized total: 0.15301 (dimensionless)
  g'(0), total: 0.28914 angstrom^-1
  g_ud'(0)/g_ud(0): 1.00000 bohr^-1 = 1.8897 angstrom^-1
  g'(0)/g(0), total: 1.00000 bohr^-1
  C in g_uu: 0.45291 angstrom^-2
  C of the free gas, kF^2/5: 0.73663 angstrom^-2
  Parallel linear factor: 0.50000 bohr^-1 = 0.9449 angstrom^-1
  Limit of k^4(1-S): 1.7348 angstrom^-4
Model curves and short-range laws (g dimensionless):
  r/angstrom   g_ud    g_ud(0)(1+r)   g_uu     C r^2(1+r/2)   C r^2
  0.02       0.31769   0.31758      0.000185   0.000185     0.000181
  0.05       0.33559   0.33493      0.001184   0.001186     0.001132
  0.10       0.36637   0.36384      0.004932   0.004957     0.004529
  0.20       0.43069   0.42167      0.021106   0.021540     0.018116
  0.40       0.56342   0.53733      0.091795   0.099853     0.072465
Second density, r_s doubled:
  r_s: 2.000 angstrom
  g_ud(0): 0.11290 (dimensionless)
  Antiparallel slope ratio: 1.00000 bohr^-1
  Parallel linear factor: 0.50000 bohr^-1
First density with only the 1/r term removed:
  Antiparallel slope ratio: 0.00000 bohr^-1 (magnitude)
  Parallel linear factor: 0.00000 bohr^-1 (magnitude)
Infinite gas, first order: transform / predicted tail:
  k = 20 kF: antiparallel 1.001003, parallel 1.005757 (dimensionless)
  k = 40 kF: antiparallel 1.000250, parallel 1.001439 (dimensionless)
  Extrapolated: antiparallel 0.999999, parallel 1.000000 (dimensionless)
Third-electron integral, slope/value at r=0: 0.000000 bohr^-1 (magnitude)
all tests passed
```
